# Comment on reading an organic transistor's threshold as strong-inversion onset

**The argument under review.** A p-channel organic transistor is swept to negative gate voltage at small drain voltage. The straight part of its transfer curve, extended to zero current, meets the axis near −14 V. A similar device with a cleaner interface gives a value near zero. The argument runs: "In an inversion-mode silicon transistor the extrapolated threshold marks the onset of strong inversion. The organic device has a threshold, so its surface inverts at −14 V. The cleaner device inverts more easily."

**Assessment.** The extrapolation is a legitimate measurement. The inference fails because an intercept is a geometrical property of a current curve and does not name the carriers or the charge that delayed them. The question to settle is whether hole accumulation with interface traps, and nothing else, can produce such an intercept, and where inversion would lie in the same device.

**Which carriers are in the channel**

I use atomic units in the algebra, so the elementary charge is 1 and a voltage equals an energy per carrier. Let \(V\) be minus the gate voltage, measured from the flat band of a trap-free device. I place this flat band at zero gate voltage; an offset, for example from the work function of the gate, would displace the whole gate-voltage scale. Positive \(V\) then attracts holes. The contacts are grounded, apart from a small drain voltage, and fix the Fermi level.

Take the first molecular layer as the channel, with \(M\) molecules per area. At flat band the Fermi level lies \(E_0\) above the hole transport level. Upward band bending \(\varphi\) reduces this distance to \(E_0-\varphi\). For dilute holes with spin factor \(g\),

\[
P=gM\,e^{-(E_0-\varphi)/kT}=P_0\,e^{\varphi/kT},\qquad P_0=gM\,e^{-E_0/kT}.
\]

The electron level lies \(E_g\) above the hole level, hence \(E_g-E_0+\varphi\) above the Fermi level. With the same \(g\) and \(M\) for electrons,

\[
n=gM\,e^{-(E_g-E_0+\varphi)/kT}=n_0\,e^{-\varphi/kT}=\frac{n_0P_0}{P}.
\]

The bending that collects holes therefore expels electrons. The film is lightly p-doped, so holes are already its majority carriers. Inversion would require electrons to take over, and this sweep moves away from that condition.

**How the traps fill**

Let there be \(N_t\) traps per area at the interface, each at energy \(E_t\) above the hole level. A trap is neutral when empty and carries charge +1 when it holds a hole; it holds at most one, with the same spin factor \(g\). In equilibrium the ratio of full to empty traps is

\[
\frac{f}{1-f}=g\,e^{-(E_0-\varphi-E_t)/kT}=\frac{P}{M}\,e^{E_t/kT}.
\]

The last step replaces \(g\,e^{-(E_0-\varphi)/kT}\) by \(P/M\), which removes the spin factor. Solving for \(f\),

\[
f=\frac{P}{P+P_1},\qquad P_1=M\,e^{-E_t/kT}.
\]

The traps are half full when \(P=P_1\).

**Charge balance**

An oxide of thickness \(d\) and dielectric constant \(\kappa\) has capacitance per area \(C=\kappa/(4\pi d)\). The voltage across it is \(V-\varphi\), so the gate holds a charge of magnitude \(C(V-\varphi)\), balanced by the semiconductor side. That side contains holes \(P\), electrons \(-n\), trapped holes \(N_tf\), and ionised acceptors. Neutrality at flat band without traps fixes the acceptor charge at \(-(P_0-n_0)\). Dropping the negligible electron terms,

\[
C(V-\varphi)=P-P_0+N_tf .
\]

Since \(\varphi=kT\ln(P/P_0)\), this gives the voltage needed for each hole density:

\[
V(P)=kT\ln\frac{P}{P_0}+\frac{P-P_0+N_tf}{C}.
\]

Compare two devices at the same \(P\), one with traps and one without. Every term but one is common, so the curve is displaced by \(N_tf/C\). The gate has to supply the trapped charge as well as the mobile charge.

**What the tangent measures**

At small drain voltage and constant mobility the current \(I\) is proportional to \(P\). The tangent at the point \((V,I)\) reaches zero current at

\[
V_X=V-\frac{I}{dI/dV}=V-P\,\frac{dV}{dP}.
\]

To differentiate the trap term, note that \(1-f=P_1/(P+P_1)\), so

\[
P\frac{df}{dP}=\frac{PP_1}{(P+P_1)^2}=f(1-f).
\]

Therefore

\[
P\frac{dV}{dP}=kT+\frac{P}{C}+\frac{N_t}{C}f(1-f).
\]

Subtracting this from \(V(P)\) cancels \(P/C\), and the trap terms combine as \(f-f(1-f)=f^2\):

\[
V_X=kT\left[\ln\frac{P}{P_0}-1\right]-\frac{P_0}{C}+\frac{N_t}{C}f^2 .
\]

One factor \(f\) is the displacement of the curve. The reduction to \(f^2\) arises because traps still filling at the fitted point take part of each added charge and lower the slope there.

If the traps are full at the fitted point, \(f\to1\) and their contribution is \(N_t/C\). If they are half full, it is only \(N_t/(4C)\), although the curve is displaced by \(N_t/(2C)\). If they are nearly empty, \(P\ll P_1\) and \(f\approx P/P_1\): trapped charge grows in proportion to mobile charge. Such traps reduce the slope by a factor of about \(1/(1+N_t/P_1)\) and hardly move the intercept.

**Numbers for a film on silica**

Take a 300 nm oxide with \(\kappa=3.9\), at 300 K. Then \(kT=0.02585\) eV and \(C=7.184\times10^{10}\) cm⁻² V⁻¹, counted in elementary charges. Let \(M=4\times10^{14}\) cm⁻², \(P_0=1.5\times10^8\) cm⁻², \(N_t=10^{12}\) cm⁻² and \(E_t=0.25\) eV. These give \(P_1=2.525\times10^{10}\) cm⁻² and

\[
\frac{N_t}{C}=\frac{10^{12}}{7.184\times10^{10}}\ \text{V}=13.92\ \text{V}.
\]

Draw both tangents at \(V=60\) V. Without traps \(P=4.292\times10^{12}\) cm⁻², and

\[
V_X=0.02585\,(10.262-1)-0.002=0.237\ \text{V}.
\]

With traps \(P=3.300\times10^{12}\) cm⁻² and \(f=0.9924\), so

\[
V_X=0.02585\,(9.999-1)-0.002+13.92\,(0.9924)^2=13.94\ \text{V}.
\]

The shift is 13.70 V, about 1.6% below \(N_t/C\), mostly because \(f^2\) is slightly less than 1. The actual gate voltage at the intercept is −13.94 V, which is the reading that the argument attributed to inversion. Tangents taken by finite differences on the numerically solved charge balance give the same intercepts, as the numerical output shows.

Nothing switches on abruptly at this voltage. At \(V=V_X\) the trapped device already has \(1.41\times10^{11}\) mobile holes per cm², about 4% of its density at 60 V, and its traps are 85% full. A tangent drawn much earlier, at half filling (\(V=7.44\) V), would give an intercept of 3.58 V. Even with constant mobility and ideal contacts, the extracted threshold thus depends strongly on where the line is fitted until the traps are nearly full.

**Where inversion would occur**

Define inversion onset by \(n=P_0\): the surface has as many electrons as it had holes at flat band. From \(n_0/P_0=e^{-(E_g-2E_0)/kT}\), the condition \(n_0e^{-\varphi/kT}=P_0\) gives

\[
\varphi_{\rm inv}=-(E_g-2E_0).
\]

With \(E_g=2.0\) eV and \(E_0=0.4004\) eV this is −1.199 eV. Holes and trapped charge are then negligible, while electrons and acceptors each contribute about \(-P_0\). Charge balance gives

\[
V_{\rm inv}=\varphi_{\rm inv}-\frac{2P_0}{C}=-1.199-0.004=-1.203\ \text{V}.
\]

The gate would have to be at +1.20 V, on the other side of flat band from the measured threshold. This counts the charge of the first layer alone. In a film of 33 such layers, the bands of the other 32 are bent no further than those of the first, so each holds at most \(P_0\) electrons besides its acceptor charge of about \(-P_0\). Together they add at most \(64P_0/C\approx0.13\) V in the same direction. The estimate also assumes that electrons can be supplied, which hole-injecting contacts may not do.

At \(V=60\) V the calculated electron density is \(5\times10^{-17}\) cm⁻², against \(10^{-12}\) cm⁻² at flat band. Both values mean that equilibrium electrons are absent in practice. Their ratio shows that the sweep leads away from inversion.

**An intercept alone does not identify filling**

The trapped device has its own flat band. Setting \(\varphi=0\), hence \(P=P_0\), in the charge balance gives

\[
V_{FB}=\frac{N_tf_0}{C},\qquad f_0=\frac{P_0}{P_0+P_1}.
\]

Charge added to the traps between flat band and the fitted point therefore appears in \(V_X-V_{FB}\) as \((N_t/C)(f^2-f_0)\). Keeping \(N_t\) and the fitting voltage fixed, other traps give:

| Traps | \(E_t\) (eV) | \(V_X\) (V) | \(V_{FB}\) (V) |
|---|---:|---:|---:|
| Shallow | 0.05 | 0.30 | 0.00 |
| Middle | 0.25 | 13.94 | 0.08 |
| Deep | 0.60 | 14.15 | 13.92 |
| Negative when empty | 0.25 | 0.08 | −13.84 |

The shallow traps stay mostly empty. The deep ones are only about 2% full at zero gate voltage and fill before the sweep reaches flat band. From there on they act as fixed charge, so flat band and intercept are displaced together. In the last row each trap has charge −1 when empty and 0 when full. This adds \(-N_t/C\) to both voltages at given \(P\). The intercept is then close to zero although nearly a trillion traps per cm² fill between flat band, at a gate voltage of +13.84 V, and the fitted point. About 85% of them are already full at zero gate voltage, so a sweep that starts there fills only the remainder. Thus the "cleaner" device in the argument need not be clean. The flat-band voltage is therefore needed as well as the intercept. Even together, the two measure the filling beyond flat band only if the traps are nearly full at the fitted point, and only after the trap-free intercept, here about 0.24 V, has been subtracted from \(V_X-V_{FB}\). Deep traps that filled earlier in the sweep look the same as permanent fixed charge.

**How far the number can be trusted in a real device**

The parameters are rough values in the regime of evaporated small-molecule films on thermally grown silica. The mobility is 0.5 cm²/Vs; trap densities vary strongly with surface treatment. The oxide field is 2.0 MV/cm, below a rough breakdown strength of 10 MV/cm, and a 3 eV triangular barrier with mass \(0.5\,m_e\) gives a tunnelling factor of about \(e^{-126}\). A many-layer film, with the traps at the potential of the first layer, changes the shift only to 13.63 V. A trap-energy spread of 0.05 eV, or operation at 350 K, lowers it to 13.1 V, because fewer traps are full.

Constant mobility is a more serious assumption. If mobility varies as \(P^{0.2}\), then \(I\propto P^{1.2}\) and the distance from the fitted point to the intercept is divided by 1.2. With both fits held at 60 V, the shift becomes \(13.70/1.2=11.4\) V, a reduction of 17%. The intercepts themselves move much more: to \(60-59.76/1.2=10.2\) V without traps and \(60-46.06/1.2=21.6\) V with them. A density-dependent mobility can thus give an intercept of about 10 V with no traps at all.

A contact resistance that does not depend on gate voltage acts in the opposite direction. If \(r\) is the ratio of contact to channel resistance, then \(I\propto P/(1+r)\) with \(r\propto P\), and differentiation gives

\[
\frac{I}{dI/dV}=(1+r)\,P\frac{dV}{dP}.
\]

Each intercept moves down by \(r(V-V_X)\). For a width-normalised contact resistance of 2000 Ω cm and a channel 0.01 cm long, \(r=0.069\) without traps and 0.053 with them. The intercepts fall by 4.1 V and 2.4 V, so the shift rises to 15.4 V. The correction is proportional to the contact resistance. In real organic transistors this resistance often falls as the gate voltage grows, which weakens the downward movement of each intercept and can turn the rise of the shift into a fall; if it falls faster than \(1/P\), each intercept moves up instead of down. For the constant resistance assumed here, the effect can be large. With a resistance ten times larger the apparent shift would be about 30 V, and reading it as \(N_t/C\) would more than double the trap count. Both intercepts would then be negative, about −41 V and −10 V, which itself signals contact-limited current.

Comparing the devices at equal current instead of equal gate voltage removes most of both errors, provided that the traps are full, that mobility depends on \(P\) in the same way in both devices, and that both have the same contact resistance, either constant or set by \(P\) alone. Then \(P\,dV/dP\) and \(r\) are nearly equal in the two devices, and the difference of intercepts returns to about \(N_t/C\). If the contact resistance instead follows the gate voltage itself rather than \(P\), it differs between the two compared points, and the comparison may bring no improvement.

Equilibrium filling is a further condition. For the 0.25 eV traps, an attempt rate of roughly \(10^{12}\) s⁻¹ gives a release time near 16 ns, short compared with an ordinary sweep. Release slows exponentially with depth, and traps too slow for the sweep make the intercept depend on the device's history.

**Recommendation.** The claim of inversion should be withdrawn. The data are compatible with hole accumulation delayed by trapped charge. A trap density should be quoted only with a flat-band measurement, a correction for contacts and mobility, and evidence that the corrected intercept no longer depends noticeably on the fitting range. Even then it counts only traps that fill between flat band and the fitted point. Shallow traps that stay mostly empty can also give a nearly constant intercept, and are then largely missed.

## Calculated quantities

```
T = 300 K, kT = 0.02585 eV
oxide: 300 nm, kappa 3.9
C/e = 7.1843e+10 cm^-2 V^-1
molecules per layer M = 4.0e+14 cm^-2, spin factor 2
doping 1.0e+15 cm^-3, layer 1.5 nm
flat-band holes P0 = 1.50e+08 cm^-2
Fermi level above hole level, flat band: 0.4004 eV
gap 2.0 eV; traps 1.0e+12 cm^-2 at 0.25 eV
half-filling density P1 = 2.525e+10 cm^-2
full-trap shift N_t/C = 13.919 V
V (V) | P no traps | P with traps (cm^-2) | filling
  2.0 | 1.313e+11 | 3.903e+09 | 0.1339
  5.0 | 3.450e+11 | 1.290e+10 | 0.3382
 10.0 | 7.029e+11 | 4.880e+10 | 0.6590
 15.0 | 1.061e+12 | 1.848e+11 | 0.8798
 20.0 | 1.420e+12 | 4.727e+11 | 0.9493
 40.0 | 2.856e+12 | 1.870e+12 | 0.9867
 60.0 | 4.292e+12 | 3.300e+12 | 0.9924
W/L 10, mobility 0.5 cm2/Vs, drain 1.0 V
current at 60 V: 3.438 uA without traps
current at 60 V: 2.643 uA with traps
slope dP/dV over C: 0.9996 without traps
slope dP/dV over C: 0.9972 with traps
intercept without traps: 0.237 V
intercept with traps: 13.939 V
intercept shift: 13.702 V
band bending at 60 V with traps: 0.2585 eV
at V = intercept: P = 1.409e+11 cm^-2, filling 0.8480
half filling at V = 7.442 V
tangent there meets zero at 3.584 V
trap kind | depth (eV) | intercept (V) | flat band (V)
shallow | 0.05 | 0.301 | 0.000
middle | 0.25 | 13.939 | 0.082
deep | 0.60 | 14.150 | 13.916
neg. if empty | 0.25 | 0.075 | -13.837
electrons at flat band: 1.08e-12 cm^-2
electrons at 60 V with traps: 4.89e-17 cm^-2
inversion onset: V = -1.203 V (gate +1.203 V)
film 33 layers, kappa 3.0; mobility power 0.2
contact 2000 ohm cm, channel length 0.01 cm
trap energy spread (standard deviation) 0.05 eV
intercept shift recomputed with:
  site exclusion: 13.703 V
  many-layer film: 13.633 V
  finite drain voltage: 13.700 V
  density-dependent mobility: 11.418 V
  contact resistance: 15.376 V
  trap energy spread: 13.089 V
  operation at 350 K: 13.105 V
largest change: density-dependent mobility, -2.284 V
oxide field 1.991 MV/cm, breakdown ~10 MV/cm
barrier 3.0 eV, mass 0.5 m_e: exponent 126.0
trap release time 15.8 ns (attempt 1e+12 s^-1)
```
